# Why a centred membrane shifts two coupled cavity modes quadratically

## The decision and the result

To calculate the frequency noise of a cavity with a vibrating membrane near its midpoint, one has to decide whether to keep a coupling linear in the displacement, one quadratic in it, or both. If the quadratic coupling is wanted, its size depends on how transparent the membrane is. The following result helps with both questions.

Two end mirrors stand at $y=\pm L/2$, and a thin, lossless membrane stands at $y=x$, near the midpoint. Let $\omega_0$ be the mean angular frequency of a pair of modes at $x=0$, $2J$ their splitting there, and $G=2\omega_0/L$. Then, for $|x|\ll J/G$ and $J\ll c/L$,

$$\omega_\pm(x)\simeq\omega_0\pm\left(J+\frac{G^2x^2}{2J}\right),\qquad \omega_\pm''(0)\simeq\pm\frac{G^2}{J}. \tag{1}$$

The tunnelling rate $J$ is here half the splitting. If the full splitting $\Delta=2J$ were given that name, the curvature would read $\pm 2G^2/\Delta$. The inverse proportion holds at fixed $G$, that is, at fixed cavity length and wavelength, with the membrane's transmission being varied.

The end mirrors are first taken as perfect and the field as one-dimensional.

## First contribution: the length of each half

Let the membrane reflect perfectly for the moment. The left half has length $L/2+x$ and the right half $L/2-x$. With $m$ half-waves in each,

$$\omega_{L,R}=\frac{\pi mc}{L/2\pm x}=\frac{\omega_0}{1\pm 2x/L}
=\omega_0\left(1\mp\frac{2x}{L}+\frac{4x^2}{L^2}\mp\dots\right),$$

where the upper sign belongs to the left half. A displacement to the right lengthens the left half and lowers its frequency by $Gx$; it raises the right one by the same amount.

There is already a quadratic term here, with curvature $8\omega_0/L^2$ and the same sign for both halves. Compared with $G^2/J=4\omega_0^2/(L^2J)$, it is smaller by the factor $2J/\omega_0$. In the example below this is about $1.6\times10^{-6}$, so the term is dropped. The curvature in (1) must come from somewhere else.

## Second contribution: tunnelling

A slightly transparent membrane lets light pass between the halves. Let $a_L$ and $a_R$ be the mode amplitudes, with $P_L=|a_L|^2$, $P_R=|a_R|^2$ and $P_L+P_R=1$. The phase of $a_R$ can be chosen so that the coupling is real and positive. A mode of frequency $\omega=\omega_0+\lambda$ then obeys

$$\begin{pmatrix}-Gx&J\\ J&Gx\end{pmatrix}\begin{pmatrix}a_L\\a_R\end{pmatrix}=\lambda\begin{pmatrix}a_L\\a_R\end{pmatrix}. \tag{2}$$

The determinant condition is $(-Gx-\lambda)(Gx-\lambda)-J^2=0$, or $\lambda^2=J^2+G^2x^2$. Hence

$$\omega_\pm=\omega_0\pm\sqrt{J^2+G^2x^2}. \tag{3}$$

Put $u=Gx/J$. For small $u$,

$$\sqrt{J^2+G^2x^2}=J\sqrt{1+u^2}=J\left(1+\frac{u^2}{2}-\frac{u^4}{8}+\dots\right),$$

and the first two terms give (1). This proves the formula within the two-mode model, but the reason for it lies in where the light sits.

## Why the linear shift cancels

For a normalized eigenvector $a$ of the real symmetric matrix $H$ in (2), $\lambda=a^{T}Ha$. Differentiation gives

$$\frac{d\lambda}{dx}=a^T\frac{dH}{dx}a+2\lambda\,a^T\frac{da}{dx}.$$

The last term vanishes because $a^Ta=1$ implies $a^T\,da/dx=0$. With $J$ independent of $x$, what remains is

$$\frac{d\omega}{dx}=G\,(P_R-P_L). \tag{4}$$

Light on the right pulls the frequency up as the membrane moves right, and light on the left pulls it down. At the centre both modes have $a_L=\pm a_R$, so half the energy is on each side. Two slopes of size $G$, each with weight one half, cancel.

Mirror symmetry gives the same answer without the two-mode model. Reflecting the whole cavity turns displacement $x$ into $-x$ and leaves the frequencies alone. Since the two branches are separated, each is a smooth even function of $x$ and has no linear term.

The cancellation at $x=0$ needs equal and opposite slopes. If the uncoupled modes have slopes $s_L$ and $s_R$, set $s=(s_L+s_R)/2$ and $g=(s_R-s_L)/2$. The matrix is then $sx$ times the unit matrix plus the matrix in (2) with $G$ replaced by $g$, so

$$\omega_\pm=\omega_0+sx\pm\sqrt{J^2+g^2x^2}.$$

At the point of closest approach, $x=0$, the linear shift $sx$ survives. For $|s|<g$, as with a membrane at a crossing away from the midpoint, each branch still has a turning point nearby, at $gx=\mp sJ/\sqrt{g^2-s^2}$, where its slope vanishes and the coupling is again quadratic. What the midpoint adds is symmetry: there $s=0$, and both branches turn at the same place.

## Why the remaining shift carries $1/J$

The imbalance follows from the eigenvector. The second row of (2) gives $a_L/a_R=(\lambda-Gx)/J$. Because $J^2=\lambda^2-G^2x^2=(\lambda-Gx)(\lambda+Gx)$,

$$\frac{P_L}{P_R}=\frac{(\lambda-Gx)^2}{J^2}=\frac{\lambda-Gx}{\lambda+Gx},$$

and, with $P_L+P_R=1$,

$$P_R-P_L=\frac{(\lambda+Gx)-(\lambda-Gx)}{(\lambda+Gx)+(\lambda-Gx)}=\frac{Gx}{\lambda}
=\pm\frac{Gx}{\sqrt{J^2+G^2x^2}}\simeq\pm\frac{Gx}{J}. \tag{5}$$

The displacement detunes the halves by an amount proportional to $Gx$, and this pushes light to one side. Tunnelling favours an even division and resists the push, so the imbalance is proportional to $1/J$. By (4) the imbalance then produces a slope $\pm G^2x/J$. One factor of $G$ creates the imbalance; the other turns it into a frequency shift. Integration from the centre gives

$$\int_0^x\left(\pm\frac{G^2x'}{J}\right)dx'=\pm\frac{G^2x^2}{2J}.$$

The upper mode gathers light in the half whose frequency rises, so it moves up whichever way the membrane goes. The lower mode gathers it in the half whose frequency falls, and moves down.

The two parts of $\lambda=a^THa$ can also be weighed separately. The detuning part is

$$Gx(P_R-P_L)=\frac{G^2x^2}{\lambda}\simeq\pm\frac{G^2x^2}{J}.$$

The tunnelling part is $2Ja_La_R=2J(a_L/a_R)P_R$. From the ratio above, $P_R=(\lambda+Gx)/(2\lambda)$, so

$$2Ja_La_R=\frac{(\lambda-Gx)(\lambda+Gx)}{\lambda}=\frac{J^2}{\lambda}\simeq\pm\left(J-\frac{G^2x^2}{2J}\right).$$

Thus the gain from detuning is twice the final shift, and half of it is paid back because an uneven division weakens the tunnelling part. That is the origin of the factor $1/2$.

A direct solution of the wave equation, with a thin polarizable sheet as the membrane and polynomial trial fields, bears out this cause. For modes near $kL=8\pi$ and $JL/c=0.010$, it gives energy imbalances of $-0.7066$ and $0.7073$ at $x=J/G$. Equation (5) predicts $\pm1/\sqrt2=\pm0.7071$. The slopes divided by $G$ are $-0.7059$ and $0.7075$, as (4) requires to within about 0.1%.

## The opposite limit

For $|x|\gg J/G$, but with $|x|$ still much smaller than a quarter wavelength, the distance to the next avoided crossing, expand (3) in the other ratio:

$$\omega_\pm\simeq\omega_0\pm\left(G|x|+\frac{J^2}{2G|x|}\right).$$

The light is now almost wholly on one side, the imbalance has saturated, and the shift is linear. The curvature at any $x$ follows from differentiating (3) twice:

$$\omega_\pm''=\pm\left[\frac{G^2}{(J^2+G^2x^2)^{1/2}}-\frac{G^4x^2}{(J^2+G^2x^2)^{3/2}}\right]
=\pm\frac{G^2J^2}{(J^2+G^2x^2)^{3/2}}.$$

A smaller $J$ sharpens the bend at the centre but confines it to a narrower range, of width about $J/G$. Letting $J\to0$ leaves two straight lines that cross, not a useful parabola of infinite curvature.

## What the membrane's transmission contributes

So far $J$ has been a parameter. To find it, model the membrane as a sheet of polarizability $\alpha$:

$$u''+k^2[1+\alpha\,\delta(y-x)]u=0,\qquad k=\omega/c.$$

Integration across the sheet gives a slope jump $u'(x^+)-u'(x^-)=-2k\zeta u(x)$, with $\zeta=k\alpha/2$.

For a wave arriving in free space at a sheet placed at the origin, take $e^{iky}+re^{-iky}$ before it and $te^{iky}$ after it. Continuity gives $1+r=t$. The jump gives $ikt-ik(1-r)=-2k\zeta t$; replacing $r$ by $t-1$ yields $t-1=i\zeta t$. Therefore

$$t=\frac1{1-i\zeta},\qquad |t|=\frac1{\sqrt{1+\zeta^2}},\qquad |r|=\frac{\zeta}{\sqrt{1+\zeta^2}}\quad(\zeta>0).$$

In the cavity, let $a=L/2+x$ and $b=L/2-x$. The fields $A\sin k(y+L/2)$ on the left and $B\sin k(L/2-y)$ on the right vanish at the mirrors. At the membrane,

$$A\sin ka=B\sin kb,\qquad B\cos kb+A\cos ka=2\zeta A\sin ka.$$

Multiply the second equation by $\sin kb$ and use the first to replace $B\sin kb$. After division by $A$, this is $\sin k(a+b)=2\zeta\sin ka\sin kb$. Since $a+b=L$ and $a-b=2x$, the product formula for sines gives

$$\sin kL+\zeta\cos kL=\zeta\cos2kx. \tag{6}$$

Define $\varphi$ by $\sin\varphi=|t|$ and $\cos\varphi=|r|$. Dividing (6) by $\sqrt{1+\zeta^2}$ gives

$$\cos(kL-\varphi)=|r|\cos2kx. \tag{7}$$

At $x=0$ the right side is $\cos\varphi$, so $kL=2\pi n$ or $kL=2\pi n+2\varphi$. If $\zeta$ hardly changes between the two frequencies, half the splitting is

$$J=\frac cL\varphi=\frac cL\arcsin|t|\simeq\frac{c|t|}{L}\quad(|t|\ll1). \tag{8}$$

This has a simple reading: light in one half meets the membrane once every $L/c$, and an amplitude $|t|$ passes each time. The amplitude enters, not the power, so a hundredfold cut in power transmission cuts $J$ tenfold.

## Where the inverse law stops

Equation (7) also yields the curvature without the two-mode model. With $\zeta$ constant, one derivative with respect to $x$ gives

$$Lk'\sin(kL-\varphi)=2|r|\sin(2kx)\,(k+xk').$$

At $x=0$ the right side vanishes, so $k'=0$. A second derivative, evaluated there, leaves

$$Lk''\sin(kL-\varphi)=4k^2|r|.$$

For the upper and lower modes $\sin(kL-\varphi)=\pm|t|$. Hence

$$\omega_\pm''=\pm\frac{4k^2c}{L}\frac{|r|}{|t|}=\pm\frac{4k^2c}{L}\cot\varphi.$$

With $G=2ck/L$ and (8), $G^2/J=4k^2c/(L\varphi)$. The two-mode result must therefore be multiplied by

$$\varphi\cot\varphi\simeq1-\frac{\varphi^2}{3}. \tag{9}$$

This is the condition $J\ll c/L$ in quantitative form. The tiny difference in $k$ between the branches has been ignored.

The direct wave solution near $kL=8\pi$ shows the same approach to the inverse law. As $JL/c$ falls from 0.0989 to 0.0033, $|\omega''|J/G^2$ for the lower mode, with $G$ taken at that mode's own frequency, rises from 0.989 to 0.9997, and the fitted power of curvature against $J$ is $-1.003$. At the first value (9) explains a deficit of 0.3%. The other 0.8% arises because $\zeta$ is proportional to $k$ there: it is larger at the upper mode by the fraction $2\varphi/(8\pi)=0.8\%$, which lowers $J$ by nearly that amount.

## A membrane in a 10 mm cavity

Take $L=10.0$ mm, $\lambda=1549.91$ nm and $|t|^2=0.001$. Since $\omega_0=2\pi c/\lambda$,

$$\frac G{2\pi}=\frac{2c}{\lambda L}=38.7\ \text{MHz/nm}.$$

With $\varphi\simeq|t|=0.0316$, (8) gives $J/2\pi=150.9$ MHz. Hence

$$\frac{G^2}{2\pi J}=\frac{(38.685\ \text{MHz/nm})^2}{150.91\ \text{MHz}}=9.92\ \text{MHz/nm}^2.$$

Solving (6) numerically gives curvatures of $\pm9.91$ MHz/nm² after division by $2\pi$.

The range of the parabola is set by $J/G=3.90$ nm. At $x=0.5$ nm the predicted shift is $\tfrac12(9.917)(0.5)^2=1.240$ MHz, against 1.234 MHz from (6). At $x=0.2J/G=0.78$ nm the parabola is too high by 1.0% of the solved shift. The series for (3) explains this: the relative excess is $(u^4/8)/(u^2/2)=u^2/4=1\%$.

Now hold the cavity and the wavelength fixed and change the membrane. Curvatures below are divided by $2\pi$.

| Power transmission | $J/2\pi$ (MHz) | Solved curvature (MHz/nm²) | Ratio to $G^2/J$ |
|---|---:|---:|---:|
| 0.0001 | 47.7 | 31.36 | 1.0000 |
| 0.001 | 150.9 | 9.91 | 0.9997 |
| 0.01 | 477.9 | 3.12 | 0.9967 |
| 0.8 | 5283 | 0.157 | 0.554 |

The first three rows follow the inverse law closely. In the last, $|t|$ is not small and $G^2/J$ overestimates the curvature by a factor of 1.8. The full factor $\varphi\cot\varphi$ must be used there.

## Weighing the effects left out

**Centring.** Let the mean position be $\delta$ and the vibration $\xi$. Then

$$\tfrac12\omega''(\delta+\xi)^2=\tfrac12\omega''\delta^2+\omega''\delta\,\xi+\tfrac12\omega''\xi^2.$$

An offset restores a linear coupling. For a membrane of effective mass $m=50$ ng and frequency $\Omega/2\pi=400$ kHz at 300 K, equipartition gives an rms thermal motion $\sqrt{k_BT/(m\Omega^2)}=3.62$ pm. Its mean quadratic shift is 65 Hz. At $\delta=0.1$ nm the linear slope is 0.99 MHz/nm, and the same motion causes an rms linear shift of 3.6 kHz, 55 times larger. The two match at $\delta=\xi_{\rm rms}/2=1.8$ pm. For Gaussian thermal motion the quadratic shift fluctuates by $\sqrt2$ times its mean, so this value also sets the scale for the total rms noise: in this example the linear term may be dropped from that total if the centring error is well below it. In a noise spectrum the two stay apart, since the linear term appears near $\Omega$ and the quadratic one near zero and $2\Omega$.

**Quantum motion.** The zero-point motion, $\sqrt{\hbar/(2m\Omega)}=0.65$ fm, gives a mean quadratic shift of $2.1\times10^{-6}$ Hz. The large curvature does not make this shift resolvable on the scale of the optical linewidth below.

**Optical loss.** For finesse $F=20000$ the linewidth is $c/(2LF)=0.75$ MHz, or 0.25% of the splitting. The modes are well resolved. This takes the loss as shared equally by the two end mirrors. If one mirror carries all of it, the frequency keeps no appreciable linear term at the centre, but the linewidth follows the energy on the lossy side and, by (5), changes by the fraction $Gx/J$. For the thermal motion above this is $0.75\ \text{MHz}\times3.62\ \text{pm}/3.90\ \text{nm}\approx0.7$ kHz rms, a coupling linear in $x$ that centring does not remove and that is about ten times the mean quadratic shift. Lowering the transmission at fixed finesse eventually spoils this: the condition $2J/2\pi\gg c/(2LF)$ becomes $|t|\gg\pi/(2F)$.

**Membrane resonance.** A patterned membrane can owe its high reflectivity to a resonance. Model it by $\zeta=\gamma/(\omega_r-\omega)$, with $\omega_r$ above both modes and a full width $2\gamma$ equivalent to 10 nm. With $\zeta$ held fixed at the lower mode, solving (6) shows $J$ falling by 1.5%, while neither curvature changes at the printed precision of 0.01%.

This can be traced. Let $D=\omega_r-\omega_-$ and $\epsilon=2c/(\gamma L)$. For small $\varphi$, the splitting obeys $2J=(2c/L)/\zeta_+=\epsilon(D-2J)$, so $2J=\epsilon D/(1+\epsilon)$. Without dispersion it would be $\epsilon D$. Here $\gamma=\pi c\,\Delta\lambda/\lambda^2$ with $\Delta\lambda=10$ nm, so $\epsilon=2\lambda^2/(\pi L\Delta\lambda)=1.5\%$.

For the curvature, write (6) as $f=\sin kL+\zeta(\cos kL-\cos2kx)=0$. At $x=0$, $k''=-f_{xx}/f_k$ with $f_{xx}=4k^2\zeta$. At the lower mode $\cos kL=1$, so the term containing $d\zeta/dk$ drops out and $f_k=L$. At the upper mode $d\zeta/dk=c\zeta^2/\gamma$ and $\cos kL-1=-2\sin^2\varphi\simeq-2/\zeta^2$, which give $f_k\simeq-L(1+\epsilon)$. But $\zeta_+=\gamma/(D-2J)=(1+\epsilon)\zeta_-$, and the two factors cancel. In (1) the effective $G^2=|\omega''|J$ is therefore 1.5% lower than $(2\omega_0/L)^2$.

**Slow motion and plane waves.** Equation (1) assumes that the light redistributes much faster than the membrane moves. The relevant optical frequency is the splitting, and the estimated relative correction is $(\Omega/2J)^2=1.8\times10^{-6}$. For end mirrors of 50 mm radius, wavefront curvature gives a correction of estimated relative size $1/(kz_R)=1.6\times10^{-5}$, where $z_R=15$ mm is the Rayleigh length.

## Beside real membranes

The parameters are round values in the regime of silicon nitride membranes. A plain film thinner than a wavelength can transmit roughly 80% near 1550 nm, as in the last row of the table; photonic-crystal patterning can bring transmission to roughly 0.1% or below. Of the departures from (1) sized here, imperfect centring matters most for the thermal shift: 0.1 nm of error makes the linear part dominate, as found above. In the model above, which has no direct path through the film, a resonance 10 nm wide lowers the product of curvature and $J$ by 1.5%; a direct, non-resonant power transmission of 0.8 or 0.64 beside the resonance reduces this to about 1.2% or 0.9%. Absorption, membrane tilt and crossings with other transverse modes are not included, and their effects have not been sized here.

For a high-reflectivity membrane at fixed length and wavelength, reducing the transmission is worthwhile when larger curvature is the aim, provided that the motion and centring error stay well inside $J/G$, the splitting stays well above the linewidth, the residual slope $\omega''\delta$ is tolerable, and, with unequal end mirrors, so is the linear change of the linewidth, which grows as $1/J$. The remaining values are in the numerical output.

## Computed results

```
VARIATIONAL TEST (unit length, unit light speed)
fitted power of curvature versus J: -1.0030
J L/c = 0.09890: |curvature| J/G^2 = 0.98895
J L/c = 0.03323: |curvature| J/G^2 = 0.99699
J L/c = 0.00999: |curvature| J/G^2 = 0.99917
J L/c = 0.00333: |curvature| J/G^2 = 0.99973
imbalance at x=J/G, lower, upper: -0.7066, 0.7073
slope/G at x=J/G, lower, upper: -0.7059, 0.7075
LABORATORY CAVITY
cavity length: 10.0 mm; wavelength: 1549.91 nm
power transmission: 0.0010; |t|: 0.03162; zeta: 31.607
G/2pi: 38.685 MHz/nm
J/2pi: 150.91 MHz; full splitting: 301.82 MHz
time for full transfer pi/(2J): 1.657 ns
half-cavity round trip L/c: 0.0334 ns
G^2/(2pi J): 9.9169 MHz/nm^2
solved curvature/2pi, lower: -9.9136 MHz/nm^2
solved curvature/2pi, upper: 9.9136 MHz/nm^2
crossover displacement J/G: 3.901 nm
upper shift at 0.5 nm, solved: 1.2342 MHz
upper shift at 0.5 nm, formula: 1.2396 MHz
formula excess at x=0.2 J/G (0.780 nm): 1.02 %
TRANSMISSION | J/2pi MHz | solved curvature, G^2/J (/2pi, MHz/nm^2) | ratio
0.0001 | 47.71 | 31.3637, 31.3648 | 1.0000
0.0010 | 150.91 | 9.9136, 9.9169 | 0.9997
0.0100 | 477.93 | 3.1208, 3.1313 | 0.9967
0.8000 | 5282.59 | 0.1568, 0.2833 | 0.5536
MOTION AND NEGLECTED EFFECTS
mass: 50 ng; frequency: 400 kHz; temperature: 300 K
thermal rms motion: 3.621 pm
zero-point rms motion: 0.648 fm
mean quadratic thermal shift: 65.01 Hz
mean quadratic zero-point shift: 2.080e-06 Hz
linear slope at 0.1 nm offset: 0.9910 MHz/nm
rms linear thermal shift there: 3589 Hz
offset where the two thermal shifts match: 1.811 pm
finesse: 20000; linewidth: 0.749 MHz
linewidth/splitting: 0.00248
non-adiabatic size (Omega/2J)^2: 1.76e-06
membrane resonance width: 10 nm
its change of J: -1.50 %
its change of curvature, lower, upper: 0.00, 0.00 %
mirror radius: 50 mm; Rayleigh length: 15.0 mm
wavefront correction size 1/(k z_R): 1.64e-05
```
